\section*{Contrast of Partially Polarized Speckle and Its Effect on Exposure Dose}

\section{The field and its coherency matrix}

\textbf{Q.} You want the intensity fluctuations of speckle in an exposure tool. What is random, and what do you assume about it?

\textbf{A.} At one point and one instant, the field transverse to the optical axis is a complex vector $\mathbf E=(E_x,E_y)^T$. It is a sum of many small contributions with independent random phases. By the central limit theorem I take $E_x,E_y$ to be jointly Gaussian. Since a common phase shift of any contribution changes nothing statistically, they are also circular:
\begin{equation}
\langle E_i\rangle=0,\qquad \langle E_iE_j\rangle=0,\qquad
J_{ij}=\langle E_iE_j^*\rangle .
\end{equation}
Brackets are averages over the speckle ensemble. The coherency matrix $J$ is Hermitian and has no negative eigenvalue, because $\mathbf v^\dagger J\mathbf v=\langle|\mathbf v^\dagger\mathbf E|^2\rangle\ge0$. Intensity is measured as
\begin{equation}
I=|E_x|^2+|E_y|^2,\qquad \langle I\rangle=\operatorname{tr}J\equiv I_0 .
\end{equation}
The contrast is $C=\sigma_I/\langle I\rangle$.

\textbf{Q.} Monochromatic light has a definite polarization ellipse at every point. How can such a pattern be partially polarized?

\textbf{A.} Each point is fully polarized, but the ellipse changes from speckle to speckle. The degree of polarization used here describes the ensemble:
\begin{equation}
P=\sqrt{1-\frac{4\det J}{(\operatorname{tr}J)^2}} .
\end{equation}
The eigenvalues of $J$ give it a meaning. From $\det(J-\lambda\mathbb 1)=\lambda^2-I_0\lambda+\det J=0$,
\begin{equation}
\lambda_\pm=\frac{I_0\pm\sqrt{I_0^2-4\det J}}{2}=\frac{I_0}{2}(1\pm P).
\end{equation}
Hence $P=(\lambda_+-\lambda_-)/(\lambda_++\lambda_-)$. With $\mathbf u_+$ the unit eigenvector of $\lambda_+$, $J=\lambda_-\mathbb 1+(\lambda_+-\lambda_-)\mathbf u_+\mathbf u_+^\dagger$: an unpolarized part plus a fully polarized part carrying the fraction $P$ of the mean intensity.

\section{From eigenvalues to contrast}

\textbf{Q.} The eigenvectors may be elliptical polarizations. Why may I compute an intensity in that basis?

\textbf{A.} Put the eigenvectors in the columns of a unitary matrix $U$ and define $\mathbf E'=U^\dagger\mathbf E$. Then
\begin{align}
|\mathbf E'|^2&=\mathbf E^\dagger UU^\dagger\mathbf E=I,\\
\langle\mathbf E'\mathbf E'^\dagger\rangle&=U^\dagger JU=\operatorname{diag}(\lambda_+,\lambda_-),\\
\langle\mathbf E'\mathbf E'^T\rangle&=U^\dagger\langle\mathbf E\mathbf E^T\rangle U^*=0 .
\end{align}
The intensity is unchanged, the new components are uncorrelated, and circularity survives.

\textbf{Q.} Uncorrelated is weaker than independent.

\textbf{A.} In general, yes. For jointly circular Gaussian variables the second moments fix the density, and here it factorizes:
\begin{equation}
p(E'_1,E'_2)=\frac{e^{-|E'_1|^2/\lambda_+}}{\pi\lambda_+}\,
\frac{e^{-|E'_2|^2/\lambda_-}}{\pi\lambda_-}.
\end{equation}
For either factor, write $E'=\sqrt{I'}e^{i\phi}$. The area element is $\tfrac12dI'd\phi$, and integrating over $\phi$ gives
\begin{equation}
p(I')=\frac{1}{\lambda}e^{-I'/\lambda},\quad
\langle I'\rangle=\lambda,\quad \langle I'^2\rangle=2\lambda^2,\quad
\operatorname{var}I'=\lambda^2 .
\end{equation}
Variances of independent quantities add:
\begin{equation}
\sigma_I^2=\lambda_+^2+\lambda_-^2
=\frac{I_0^2}{4}\left[(1+P)^2+(1-P)^2\right]
=\frac{I_0^2}{2}(1+P^2),
\end{equation}
so that
\begin{equation}
C=\sqrt{\frac{1+P^2}{2}} .\label{eq:C}
\end{equation}
For $P=1$ there is one exponential intensity and $C=1$. For $P=0$ two independent patterns of equal mean are added and $C=1/\sqrt2$.

\textbf{Q.} Could I skip the diagonalization and add the variances of $|E_x|^2$ and $|E_y|^2$?

\textbf{A.} Their covariance is missing. Let $a,b$ be two jointly circular Gaussian variables with $A=\langle|a|^2\rangle>0$, $B=\langle|b|^2\rangle$ and $g=\langle ba^*\rangle$. Write $b=(g/A)a+\eta$. Then $\langle\eta a^*\rangle=0$, so $\eta$ is independent of $a$, and $\langle|\eta|^2\rangle=B-|g|^2/A$. The cross terms vanish on averaging over the phase of $\eta$:
\begin{equation}
\langle|a|^2|b|^2\rangle=\frac{|g|^2}{A^2}\,2A^2+A\left(B-\frac{|g|^2}{A}\right)
=AB+|g|^2 .
\end{equation}
Therefore
\begin{equation}
\operatorname{cov}(|a|^2,|b|^2)=|\langle ab^*\rangle|^2,\label{eq:cov}
\end{equation}
and in the laboratory basis $\sigma_I^2=J_{xx}^2+J_{yy}^2+2|J_{xy}|^2=\operatorname{tr}J^2$, in agreement with the eigenvalue sum.

Take $I_0=1$, $J_{xx}=0.90$, $J_{yy}=0.10$, $J_{xy}=0.20+0.05i$. Then $|J_{xy}|^2=0.0425$, $\det J=0.09-0.0425=0.0475$ and $P=\sqrt{1-0.19}=0.90$. The eigenvalues are 0.95 and 0.05, and
\begin{equation}
C=\sqrt{0.95^2+0.05^2}=\sqrt{0.905}=0.9513 .
\end{equation}
Direct quadrature of the Gaussian moments in the laboratory basis also gives 0.9513. Dropping the covariance gives $\sqrt{0.82}=0.9055$, which is 4.8\% below the correct contrast.

\textbf{Q.} Does polarization change anything besides the width of the distribution?

\textbf{A.} It changes how much of the pattern is dark. For $0<P<1$, convolve the two exponentials:
\begin{align}
p(I)&=\frac{e^{-I/\lambda_-}}{\lambda_+\lambda_-}\int_0^I
\exp\left[u\,\frac{\lambda_+-\lambda_-}{\lambda_+\lambda_-}\right]du\nonumber\\
&=\frac{e^{-I/\lambda_+}-e^{-I/\lambda_-}}{\lambda_+-\lambda_-}.
\end{align}
As $P\to1$ this becomes $e^{-I/I_0}/I_0$. As $P\to0$ the quotient becomes the derivative of $e^{-I/\lambda}$ with respect to $\lambda$ at $\lambda=I_0/2$, which is $(4I/I_0^2)e^{-2I/I_0}$. For $P<1$ the density vanishes at $I=0$, since two independent components must vanish together. Integration gives
\begin{equation}
\operatorname{Prob}(I<X)=1-\frac{\lambda_+e^{-X/\lambda_+}-\lambda_-e^{-X/\lambda_-}}{\lambda_+-\lambda_-}.
\end{equation}
The probability of finding less than a tenth of the mean is 0.057 for $P=0.9$ and 0.018 for $P=0$; the exponential limit gives $1-e^{-0.1}=0.095$.

\section{When the formula fails}

\textbf{Q.} Is $P$ then enough to know the contrast of any random field?

\textbf{A.} No. The derivation uses both Gaussian statistics and circularity; if either is missing, the contrast can differ. A linearly polarized field with a fixed phase and a real Gaussian amplitude has $\langle I^2\rangle=3\langle I\rangle^2$, hence $C=\sqrt2$ although $P=1$.

The Gaussian limit can be followed explicitly. Let $\mathbf E=N^{-1/2}\sum_k\mathbf a_k$, with independent, identically distributed $\mathbf a_k$, uniform random phases, $\langle\mathbf a_k\mathbf a_k^\dagger\rangle=J$, and equal lengths $|\mathbf a_k|^2=I_0$. In
\begin{equation}
\langle I^2\rangle=\frac1{N^2}\sum_{klmn}\langle(\mathbf a_k^\dagger\mathbf a_l)(\mathbf a_m^\dagger\mathbf a_n)\rangle
\end{equation}
the phases leave three groups of terms. All indices equal gives $NI_0^2$. The pairing $k=l\ne m=n$ gives $N(N-1)I_0^2$. The pairing $k=n\ne l=m$ gives $N(N-1)\operatorname{tr}J^2$. Thus
\begin{align}
\langle I^2\rangle&=\frac{I_0^2}{N}+\left(1-\frac1N\right)(I_0^2+\operatorname{tr}J^2),\\
C^2&=\left(1-\frac1N\right)\frac{1+P^2}{2}.
\end{align}
One phasor has no intensity fluctuation, whatever $P$ is. For $N=4$ and $P=0.9$ the formula gives 0.824, and 200\,000 sampled sums give 0.823. With 1000 independent illuminator channels of equal, fixed strength the contrast is 0.05\% below the Gaussian value. Unequal fixed strengths increase this deficit, and strengths that fluctuate from one realization to the next can reverse its sign.

\section{From intensity to dose}

\textbf{Q.} A resist exposed with 95\% intensity noise would be useless. What rescues it?

\textbf{A.} The resist records a time integral, during which the pattern changes. Let $w(t)$ be the pulse shape with $\int w\,dt=1$, let $I(t)$ be the intensity with the envelope divided out, and let the dose in units of its mean be $D=I_0^{-1}\int w(t)I(t)\,dt$. I assume that both components share one temporal coherence function,
\begin{equation}
\langle E_i(t)E_j^*(t')\rangle=J_{ij}\gamma(t-t'),\qquad\gamma(0)=1,
\end{equation}
and that no part of the pattern is static. Applying \eqref{eq:cov} to the pairs $E_i(t),E_j(t')$ and summing over $i,j$ gives
\begin{equation}
C_D^2=\frac{\operatorname{tr}J^2}{I_0^2}\iint w(t)w(t')|\gamma(t-t')|^2dt\,dt'
=\frac{1+P^2}{2M},
\end{equation}
where $1/M$ denotes the double integral. Polarization and time average factorize because $J$ and $\gamma$ do.

\textbf{Q.} What is $M$ for a laser pulse?

\textbf{A.} Take a Gaussian line of full width $\Delta\nu$ at half maximum, with spectrum proportional to $\exp(-4\ln2\,\nu^2/\Delta\nu^2)$. The Fourier transform of $e^{-b\nu^2}$ is proportional to $e^{-\pi^2\tau^2/b}$. With $b=4\ln2/\Delta\nu^2$, squaring gives
\begin{equation}
|\gamma(\tau)|^2=e^{-\alpha\tau^2},\qquad
\alpha=\frac{\pi^2\Delta\nu^2}{2\ln2}.
\end{equation}
For a rectangular pulse of length $T$, the difference $\tau=t-t'$ occurs with weight $(T-|\tau|)/T^2$. With $s=\sqrt\alpha\,T$,
\begin{equation}
\frac1M=\frac{2}{T^2}\int_0^T(T-\tau)e^{-\alpha\tau^2}d\tau
=\frac{\sqrt\pi\,\operatorname{erf}s}{s}-\frac{1-e^{-s^2}}{s^2}.
\end{equation}
For $s\ll1$ the right side is $1-s^2/6$, so $M\to1$ and a short pulse does not average. For $s\gg1$ it tends to $\sqrt\pi/s$, hence
\begin{equation}
M\simeq\frac{T}{\tau_c},\qquad
\tau_c=\int_{-\infty}^{\infty}|\gamma|^2d\tau=\sqrt{\frac{2\ln2}{\pi}}\,\frac1{\Delta\nu}.
\end{equation}
In an intermediate case, $T\Delta\nu=4$ and $P=0.9$, the formula gives $C_D=0.377$; 40\,000 fields synthesized from random spectral amplitudes give 0.376.

Now take rough values for an ArF immersion scanner: wavelength 193.4~nm, line width 0.15~pm, pulse length 100~ns. Then $\Delta\nu=c\,\Delta\lambda/\lambda^2=1.20$~GHz, $\tau_c=0.553$~ns and $M=181$. A smooth $\sin^2$ pulse with the same $1/\int w^2dt=100$~ns also gives 181.

\textbf{Q.} And the many pulses that each point receives?

\textbf{A.} If $N_p$ equal pulses have pairwise dose correlation $\rho$, their average has $N_p$ variances and $N_p(N_p-1)$ covariances, all divided by $N_p^2$:
\begin{equation}
C_D^2=\frac{1+P^2}{2MN_p}\left[1+(N_p-1)\rho\right].
\end{equation}
With $N_p=40$ and $\rho=0$,
\begin{equation}
C_D=\frac{0.9513}{\sqrt{181.3\times40}}=1.12\%\quad(P=0.9),
\end{equation}
and 0.83\% for $P=0$. The ratio, 1.345, is that of the instantaneous contrasts.

The assumption $\rho=0$ is delicate. An increase of 10\% in $C_D$ needs $\rho=(1.1^2-1)/39=0.0054$. A weak component that repeats from pulse to pulse at the same wafer point therefore matters more as pulses are added. In a scanner, a fine-grained pattern fixed in the illumination does not repeat in this way: at a rough 0.7~m/s and 6~kHz the point moves about 0.1~mm between pulses, far more than the speckle size. A pattern frozen only during one pulse is a separate effect, excluded by the assumption above. For fully polarized light from $N_s$ equal spatial modes of the source it replaces $1/M$ by $(1+1/M)(1+1/N_s)-1$, which raises $C_D$ by about 9\% for $N_s=1000$.

\section{What happens at a printed edge}

\textbf{Q.} Then I should depolarize the light and accept the lower dose noise.

\textbf{A.} That ignores the image slope. Consider lines of pitch $\Lambda$ formed by two beams at angles $\pm\theta$ in the resist. TE fields are parallel to the lines and to each other. The TM unit vectors are $(\cos\theta,\mp\sin\theta)$, with scalar product $\cos^2\theta-\sin^2\theta=\cos2\theta$. The TM modulation is smaller than the TE modulation $V$ by this factor.

Let $x$ in $J$ be the TE direction, let $q$ be the position across the lines, and let $K=2\pi/\Lambda$. TE and TM fields are perpendicular, so their doses add without interference. For $I_0=1$ the mean image is
\begin{equation}
\bar D(q)=1+Vf\cos Kq,\qquad f=J_{xx}+J_{yy}\cos2\theta .
\end{equation}
Suppose the resist edge lies where the dose equals 1, and speckle multiplies each polarization's image by a factor uniform across that edge. If the total dose changes by $\delta$, then to first order $\delta+Vf\cos Kq=0$. Near $Kq=\pi/2$, $\cos Kq\simeq-K\Delta q$, so $\Delta q=\delta/(KVf)$ and
\begin{equation}
\sigma_q=\frac{\Lambda C_D}{2\pi Vf}.\label{eq:edge}
\end{equation}
Changes in the ratio of TE to TM dose enter at second order, because both modulations vanish at the mean edge.

For $\Lambda=100$~nm and resist index $n=1.7$, $\sin\theta=193.4/(2\times100\times1.7)=0.569$, so $\theta=34.7^\circ$ and $\cos2\theta=0.353$. I keep $V=0.80$, the mean dose, the pitch and the pulse train fixed:
\begin{align}
P=0.9:&\quad f=0.935,\quad
\sigma_q=\frac{100\times0.01117}{2\pi\times0.80\times0.935}=0.238~\text{nm},\\
P=0:&\quad f=0.676,\quad
\sigma_q=\frac{100\times0.00830}{2\pi\times0.80\times0.676}=0.244~\text{nm}.
\end{align}
Solving the threshold condition without linearization, for 200\,000 normally distributed dose pairs in each case, reproduces these standard deviations within 1\%. Depolarization lowers the dose noise by a quarter, but the loss of slope cancels the gain.

\textbf{Q.} Is that cancellation general?

\textbf{A.} No; it depends on pitch and orientation. Compare fully TE light, $C=1$ and $f=1$, with unpolarized light, $C=1/\sqrt2$ and $f=(1+\cos2\theta)/2$. By \eqref{eq:edge}, TE light has the smaller edge noise if
\begin{equation}
\frac{1+\cos2\theta}{2}<\frac1{\sqrt2}
\quad\Longleftrightarrow\quad \cos2\theta<\sqrt2-1=0.414 .
\end{equation}
Since $\cos2\theta=1-2\sin^2\theta$, this means $\sin\theta>0.541$, or $\Lambda<193.4/(2\times1.7\times0.541)\approx105$~nm. At larger pitch, in this two-beam model with fixed $V$ and a single illumination direction, unpolarized light gives less speckle-induced edge noise. The crossover pitch depends on the source; a two-pole source moves it to about 100~nm, as the last section explains.

Orientation matters because $P$ does not contain it. If the stronger eigenvector of the $P=0.9$ light were TM, then $f=0.05+0.95\times0.353=0.385$ and $\sigma_q$ would be 0.58~nm.

\section{The model beside a real scanner}

\textbf{Q.} At such angles the field has a component along the axis. Your matrix is two by two.

\textbf{A.} This is a correction of about 10\% in the resist. Equation \eqref{eq:cov} holds for any number of components, so a three-component field has $C=\sqrt{\operatorname{tr}J_3^2}/\operatorname{tr}J_3$. I build $J_3$ by rotating the transverse field of each plane wave in a filled illumination cone, with equal irradiance per pupil area and no interface reflections. For numerical aperture 1.35, partial-coherence factor 0.80 and fourfold reduction, the largest sine is 0.270 at the mask and 0.635 in the resist.

For an unpatterned exposure with $P=0$, the longitudinal share in the resist is 0.105. By symmetry the rest divides equally and the off-diagonal elements vanish:
\begin{equation}
C=\sqrt{2(0.4474)^2+(0.1052)^2}=0.641,
\end{equation}
which is 9\% below 0.707. For the $P=0.9$ matrix used above the value is 0.856, 10\% below 0.951; with three components it depends slightly on the kind of polarization as well as on $P$. At the mask both reductions are 1.8\%. The edge estimate omits this correction: its two beams come from a single illumination direction, for which the two-component contrast holds. A dipole source has two independent mirror-image directions. They give the same mean image and the same TE polarization, but different TM polarizations at the edge, which multiplies the TM intensity variance by $1-\tfrac12\sin^22\theta\,(1-V^2)=0.84$. The contrasts become 0.945 and 0.679, and the edge noise 0.236~nm for $P=0.9$ and 0.234~nm for $P=0$: the near cancellation remains, but the order of the two values reverses. The crossover pitch moves from 105 to about 100~nm, and the TM-dominated value from 0.58 to 0.53~nm. With a filled source, the dose at an edge is set by the field in the resist, and the reduction can be about as large as in the unpatterned exposure.

\textbf{Q.} How far should I trust the nanometre values for a real tool?

\textbf{A.} As estimates of size. The line width, pulse length and pulse number are rough values in the ArF immersion regime, and a real laser line need not be Gaussian. At the same full width at half maximum, a Lorentzian line has $\tau_c=1/(\pi\Delta\nu)\approx0.27$~ns and lowers $C_D$ and $\sigma_q$ by 31\%, while a flat-topped line has $\tau_c=1/\Delta\nu\approx0.83$~ns and raises them by 23\%. Ratios between polarization states are unaffected. For a filled circular source the field correlation at separation $r$ is $2J_1(v)/v$, with $v=2\pi r\times0.80\times1.35/\lambda$ and $J_1$ the Bessel function. Its first zero, $v=3.83$, lies at $r\approx109$~nm, comparable with the pitch. The illumination therefore varies over the mask region that forms the image of one edge, and treating speckle as a single factor multiplying the finished image is crude. A filled source also does not produce one single symmetric pair of beams, as the edge model assumes. Resist blur with a standard deviation of 8~nm per axis averages neighbouring points and lowers the speckle contrast by 3.8\%.

Photon statistics add a separate noise. A dose of 30~mJ/cm$^2$ is 292 photons per nm$^2$. With an absorbed fraction of 0.10 and the effective blur area $4\pi(8~\text{nm})^2$, about 23\,500 photons are absorbed, giving a relative noise of $1/\sqrt{23\,500}=0.65\%$. Added in quadrature to the speckle values, without the blur factor, this gives 1.29\% for $P=0.9$ and 1.06\% for $P=0$. Division by $f$ through \eqref{eq:edge} makes the edge noise of the polarized case about 11\% smaller than that of the unpolarized case, instead of 3\%. Shot noise does not fall with depolarization, whereas the slope does. The numerical output lists the inputs and the main values of the basic model.

\section*{Calculated quantities}
\begin{verbatim}
J_xx, J_yy (unit trace): 0.90, 0.10
J_xy: 0.20 + 0.05 i
degree of polarization P: 0.9000
eigenvalues of J: 0.9500, 0.0500
contrast, P above: formula 0.9513, quadrature 0.9513
contrast, P=0: formula 0.7071, quadrature 0.7071
lab covariance of intensities: 0.0425
contrast if that covariance is dropped: 0.9055
probability I<0.1<I>: P above 0.0574, P=0 0.0175
4 phasors: contrast formula 0.8239, sampled 0.8225
time test, T*FWHM=4: formula 0.3773, sampled 0.3756
wavelength: 193.4 nm
line width FWHM: 0.15 pm = 1.202 GHz
coherence time: 0.553 ns
pulse length: 100 ns; pulses: 40
temporal modes M, rectangular pulse: 181.3
temporal modes M, smooth pulse: 181.0
one-pulse contrast: P above 7.07 %, P=0 5.25 %
dose contrast: P above 1.117 %, P=0 0.830 %
dose contrast ratio, P above to P=0: 1.345
pitch: 100 nm; TE modulation V: 0.80
resist index: 1.7; beam angle: 34.67 deg
TM modulation factor cos(2 theta): 0.353
slope factor f: P above 0.935, P=0 0.676
edge noise (1 sigma): P above 0.238 nm, P=0 0.244 nm
edge noise ratio, P above to P=0: 0.973
NA: 1.35; sigma: 0.80; reduction: 4
cone sine: mask 0.270, resist 0.635
3-component contrast at mask: P above 0.9340, P=0 0.6944
3-component contrast in resist: P above 0.8558, P=0 0.6414
longitudinal energy share in resist, P=0: 0.1052
resist blur: 8 nm; speckle contrast factor 0.962
dose: 30 mJ/cm2; photons: 292 per nm2
absorbed fraction: 0.10; absorbed in blur area: 23490
absorbed-photon shot noise: 0.652 %
contrast loss with 1000 channels: 0.050 %
pulse correlation raising contrast by 10 %: 0.00538
\end{verbatim}
